\section*{Average Film Stress from a Change of Wafer Curvature}

\section{The situation and the data}

A thin film is deposited on the upper face of a round wafer. The curvature of the wafer is measured before and after deposition, and the average stress in the film is to be found from the change. The data are round model values:

\begin{itemize}
\item substrate biaxial modulus $M_s = 180$ GPa;
\item substrate thickness $h_s = 500~\mu$m;
\item film thickness $h_f = 200$ nm;
\item curvature before deposition $\kappa_0 = +0.0120~\mathrm{m^{-1}}$;
\item curvature after deposition $\kappa_1 = +0.0040~\mathrm{m^{-1}}$.
\end{itemize}

The film side faces up. The coordinate $z$ points up from the midplane of the substrate, so the substrate occupies $-h_s/2<z<h_s/2$ and the film lies just above $z=h_s/2$. The upward deflection of the wafer is $w$, and the curvature is $\kappa = d^2w/dx^2$, the same in every in-plane direction. Positive $\kappa$ therefore means that the edges stand higher than the centre and the film side is concave. Tensile stress and extension are positive.

The wafer is free of external forces, uniform, linearly elastic and isotropic in its plane. It is free of stress in its initial, slightly bowed shape. The film stress is equal in both in-plane directions and does not vary across the wafer. Both curvatures are measured at the same temperature and on the same support. The last condition matters for a real wafer: one of this thickness, 100 mm across, with the density of silicon and resting on its rim, sags by about $3~\mu$m under its own weight. For small deflections this sag is the same in both measurements and drops out of the change of curvature, but only if the support is unchanged.

\section{Part (a): strain in the bent wafer}

\textbf{Question.} The wafer goes from curvature $\kappa_0$ to $\kappa_1$, and its midplane is stretched by a small strain $\varepsilon_0$. Find the in-plane strain at height $z$, measured from the initial shape.

\textbf{Answer.} Take a short arc of the midplane with positive curvature $\kappa=1/R$. Its centre of curvature lies above the wafer, at distance $R$. If the arc subtends the angle $\theta$, its length is $R\theta$. The layer at height $z$ is closer to the centre, so its length is
\begin{equation}
(R-z)\theta = R\theta\,(1-\kappa z).
\end{equation}
Layers above the midplane are shorter than the midplane when the edges rise. For negative $\kappa$ the centre lies below and the same expression holds, now with longer upper layers.

Let the midplane arc have length $\ell$ before deposition. The layer at $z$ then has length $\ell(1-\kappa_0z)$. Afterwards the midplane arc has length $\ell(1+\varepsilon_0)$ and the layer has length $\ell(1+\varepsilon_0)(1-\kappa_1z)$. The strain is the ratio of the two layer lengths minus one:
\begin{align}
\varepsilon(z) &= \frac{(1+\varepsilon_0)(1-\kappa_1 z)}{1-\kappa_0 z}-1 \nonumber\\
&= \frac{\varepsilon_0-(\kappa_1-\kappa_0)z-\varepsilon_0\kappa_1 z}{1-\kappa_0 z}.
\end{align}
In the substrate $|\kappa_0 z|$ is at most about $3\times10^{-6}$, so the denominator may be set to one. The last term of the numerator is smaller than $\varepsilon_0$ by the factor $\kappa_1z$, which is smaller still. Hence
\begin{equation}
\varepsilon(z)=\varepsilon_0-\Delta\kappa\,z,\qquad \Delta\kappa=\kappa_1-\kappa_0 .
\label{eq:strain}
\end{equation}
The initial bow enters through the difference alone, because the strain is measured from the initial shape.

\section{Part (b): stress in the substrate}

\textbf{Question.} Express the substrate stress through $\varepsilon(z)$, and show how the biaxial modulus is related to Young's modulus $E_s$ and Poisson's ratio $\nu_s$.

\textbf{Answer.} The faces of the wafer are free and the wafer is thin, so the stress normal to its plane is taken as zero. Hooke's law for one in-plane direction is then
\begin{equation}
\varepsilon_x=\frac{\sigma_x-\nu_s\sigma_y}{E_s}.
\end{equation}
The two in-plane directions are equivalent here, so $\sigma_x=\sigma_y=\sigma_s$ and $\varepsilon_x=\varepsilon_y=\varepsilon$. This gives $\varepsilon=\sigma_s(1-\nu_s)/E_s$, or
\begin{equation}
\sigma_s(z)=M_s\,\varepsilon(z),\qquad M_s=\frac{E_s}{1-\nu_s}.
\label{eq:hooke}
\end{equation}
For positive $\nu_s$ the biaxial modulus exceeds Young's modulus: stretching in $y$ tends to contract the material in $x$, and extra stress is needed to prevent this. For example, $E_s=135$ GPa and $\nu_s=0.25$ give $M_s=135/0.75=180$ GPa, the value in the data.

\section{Part (c): film stress from equilibrium}

\textbf{Question.} Use the balance of forces and moments to find the thickness-averaged film stress $\sigma$ in terms of $M_s$, $h_s$, $h_f$ and $\Delta\kappa$, for $h_f\ll h_s$. State which way a tensile film bends the wafer.

\textbf{Answer.} Cut the wafer by an imaginary plane perpendicular to its surface. No external load acts, so the total force and the total moment transmitted through the cut must vanish. Per unit width, the film carries the force
\begin{equation}
\int_{\rm film}\sigma_f(z)\,dz=\sigma h_f ,
\end{equation}
which defines the average $\sigma$. The substrate force follows from Eqs.~(\ref{eq:strain}) and (\ref{eq:hooke}). The term linear in $z$ integrates to zero over the symmetric interval, so force balance reads
\begin{equation}
\sigma h_f+M_sh_s\varepsilon_0=0
\quad\Longrightarrow\quad
\varepsilon_0=-\frac{\sigma h_f}{M_sh_s}.
\label{eq:force}
\end{equation}

Now take moments about the midplane by weighting the stress with $z$. Since the film is thin, all of it acts at nearly the same lever arm $h_s/2$, and its contribution is $\sigma h_fh_s/2$. In the substrate the constant strain gives no moment, and the linear part gives
\begin{equation}
-M_s\Delta\kappa\int_{-h_s/2}^{h_s/2}z^2\,dz
=-\frac{M_s\Delta\kappa\,h_s^3}{12}.
\end{equation}
The sum must vanish:
\begin{equation}
\frac{\sigma h_fh_s}{2}-\frac{M_s\Delta\kappa\,h_s^3}{12}=0 .
\end{equation}
Multiplying by $2/(h_fh_s)$ and solving for $\sigma$ gives Stoney's formula,
\begin{equation}
\boxed{\;\sigma=\frac{M_sh_s^2}{6h_f}\,(\kappa_1-\kappa_0)\;}
\label{eq:stoney}
\end{equation}

All prefactors are positive, so $\sigma$ has the sign of $\Delta\kappa$. A tensile film tries to shorten the upper face; the edges rise relative to their initial position and $\kappa$ increases. A compressive film tries to lengthen the upper face, and $\kappa$ decreases. The elastic constants of the film do not appear at this order: the substrate acts as a spring balance, and its deformation measures the force in the film whatever produced that force.

\section{Part (d): numerical result}

\textbf{Question.} Calculate the film force per unit width and the average film stress. Is the film in tension or in compression?

\textbf{Answer.} The change of curvature is
\begin{equation}
\Delta\kappa=0.0040-0.0120=-0.0080~\mathrm{m^{-1}} .
\end{equation}
The force per unit width does not require the film thickness:
\begin{align}
\sigma h_f&=\frac{M_sh_s^2\Delta\kappa}{6}\nonumber\\
&=\frac{(180\times10^9)(500\times10^{-6})^2(-0.0080)}{6}~\mathrm{N/m}\nonumber\\
&=-60.0~\mathrm{N/m}.
\end{align}
Division by the film thickness gives
\begin{equation}
\sigma=\frac{-60.0~\mathrm{N/m}}{200\times10^{-9}~\mathrm{m}}
=-300~\mathrm{MPa}=-0.300~\mathrm{GPa}.
\end{equation}
The film is in compression. The radius of curvature has grown from 83.3 m to 250 m: the wafer has become flatter because the film pushes its upper face outward.

\section{Part (e): the final shape and the sign}

\textbf{Question.} After deposition the wafer is still concave on the film side. Someone concludes that the film is tensile and inserts $\kappa_1$ alone in the formula. What value results, and under what condition does this procedure give the wrong sign?

\textbf{Answer.} Using $\kappa_1$ in place of $\Delta\kappa$ multiplies the correct stress by
\begin{equation}
\frac{\kappa_1}{\kappa_1-\kappa_0}
=\frac{0.0040}{-0.0080}=-\frac12 ,
\end{equation}
so the result is $+150$ MPa instead of $-300$ MPa. Both the magnitude and the sign are wrong.

The sign is wrong when $\kappa_1$ and $\kappa_1-\kappa_0$ have opposite signs. For $\kappa_0>0$ this requires $0<\kappa_1<\kappa_0$; for $\kappa_0<0$ it requires $\kappa_0<\kappa_1<0$. In words, the film has reduced the initial bow without reversing it. The procedure is correct for an initially flat wafer, $\kappa_0=0$. On such a wafer the present film would produce $\kappa_1=-0.0080~\mathrm{m^{-1}}$, and the film side would be convex. The same film can thus sit on a concave or a convex surface, depending on the wafer's initial shape.

The orientation of the measurement matters too. If an instrument counts curvature as positive when the film side is convex, both readings must change sign before they enter Eq.~(\ref{eq:stoney}).

\section{Part (f): stresses in the substrate}

\textbf{Question.} Find the substrate stress at the film-side face and at the back face. Use the result to check the sign and the force balance.

\textbf{Answer.} From Eq.~(\ref{eq:stoney}), $M_s\Delta\kappa=6\sigma h_f/h_s^2$, and from Eq.~(\ref{eq:force}), $M_s\varepsilon_0=-\sigma h_f/h_s$. The substrate stress is therefore
\begin{equation}
\sigma_s(z)=M_s(\varepsilon_0-\Delta\kappa z)
=-\frac{\sigma h_f}{h_s}\left(1+\frac{6z}{h_s}\right).
\end{equation}
Setting $z=h_s/2$ and then $z=-h_s/2$ gives
\begin{align}
\sigma_s(h_s/2)&=-\frac{4\sigma h_f}{h_s}=+0.48~\mathrm{MPa},\\
\sigma_s(-h_s/2)&=+\frac{2\sigma h_f}{h_s}=-0.24~\mathrm{MPa}.
\end{align}
The compressive film stretches the face beneath it, as it should. The back face is compressed, because bending outweighs the uniform stretch there. The stress vanishes at $z=-h_s/6$, two thirds of the way down from the film side.

Since the stress is linear in $z$, its mean over the substrate is half the sum of the face values, $0.12$ MPa. Multiplied by $500~\mu$m this is $+60$ N/m, which cancels the film force of $-60$ N/m. The substrate stresses are so small because the same force is spread over a thickness 2500 times larger.

\section{Part (g): finite film thickness}

\textbf{Question.} Let the film stress be uniform, with value $\sigma_h$, while the wafer is held in its initial shape. Without neglecting the film's lever arm, find the fractional error of Eq.~(\ref{eq:stoney}). How does $\sigma_h$ differ from the stress after release? What changes if the film stress is graded through its thickness?

\textbf{Answer.} Write $t=h_f/h_s$ and let $M_f$ be the film's biaxial modulus. After release the film stress is $\sigma_h+M_f(\varepsilon_0-\Delta\kappa z)$. Its average $\sigma$ is the value at the film's mid-height, $z_f=(h_s+h_f)/2$, so
\begin{equation}
\sigma_f(z)=\sigma-M_f\Delta\kappa\,(z-z_f).
\end{equation}
The moment of this stress about the substrate midplane is $\sigma h_fz_f-M_f\Delta\kappa h_f^3/12$. Moment balance becomes
\begin{equation}
\frac{\sigma h_f(h_s+h_f)}{2}
=\frac{\Delta\kappa}{12}\left(M_sh_s^3+M_fh_f^3\right).
\end{equation}
Let $\sigma_{\rm S}$ be the value given by Eq.~(\ref{eq:stoney}), so that $\Delta\kappa=6h_f\sigma_{\rm S}/(M_sh_s^2)$. Substitution gives
\begin{equation}
\frac{\sigma_{\rm S}}{\sigma}
=\frac{1+t}{1+(M_f/M_s)t^3}\simeq 1+t .
\end{equation}
The simple formula overstates the magnitude by the fraction $t$, because it gives the film too short a lever arm. The film stiffness enters at order $t^3$. Here $t=4.0\times10^{-4}$, an error of 0.04\,\% of the actual stress.

The held stress follows from the strain that release adds to the film. To leading order this is the strain of the upper substrate face, $-4\sigma h_f/(M_sh_s)$ by part (f). Hence
\begin{equation}
\sigma_h=\sigma-M_f\left(-\frac{4\sigma h_f}{M_sh_s}\right)
=\sigma\left(1+4\,\frac{M_f}{M_s}\,t\right).
\end{equation}
Release relaxes part of the film stress, and Eq.~(\ref{eq:stoney}) estimates what remains. To leading order, a quarter of the relaxation comes from the uniform strain $\varepsilon_0$ and three quarters from bending. For a film with Young's modulus 300 GPa and Poisson's ratio 0.20, $M_f=300/0.80=375$ GPa, and the difference is 0.333\,\% of the actual stress.

These estimates were compared with the energy minimum of a two-layer plate, integrated through both layers with the strains and curvatures in $x$ and $y$ left free. With a held stress of $-300$ MPa and the given initial bow, the plate relaxes to $\kappa_1=+0.00402~\mathrm{m^{-1}}$ and an actual mean film stress of $-299.0$ MPa. Equation~(\ref{eq:stoney}), applied to that curvature, gives $-299.1$ MPa. The held stress exceeds the actual one by 0.334\,\%, close to the estimate. Further tests at $t=0.001$ and $0.01$, with film Young's moduli of 50 and 300 GPa, confirmed the leading error $t$ to within 1\,\% of itself.

For a graded film the moment is
\begin{equation}
\int_{\rm film}\sigma_fz\,dz=\frac{\sigma h_fh_s}{2}
+\int_{\rm film}\sigma_f\left(z-\frac{h_s}{2}\right)dz .
\end{equation}
The bracket in the last integral lies between 0 and $h_f$. If the stress has one sign throughout the film, the last term is therefore at most $|\sigma|h_f^2$ in magnitude, a fraction $2t$ of the first term. Curvature then measures the average and is almost blind to the gradient. This was tested for held stresses rising linearly from zero at the interface, tensile and compressive: the formula agreed with the actual average to within $3t$. If tensile and compressive layers nearly cancel, however, $\sigma$ is small while the last term need not be, and the relative error can be large.

\section{Part (h): measurement errors and small deflections}

\textbf{Question.} By how much does the calculated stress change if the wafer thickness entered is 1\,\% too large? Find the height of the wafer's edge above its centre for a diameter $D=100$ mm, and judge whether the deflection is small enough.

\textbf{Answer.} The stress is proportional to $h_s^2$. Its magnitude changes by the factor $1.01^2=1.0201$, an increase of 2.01\,\%. This is about 6 MPa, far more than the finite-thickness error of part (g). The film thickness enters as $1/h_f$, so an entry 1\,\% too large lowers the magnitude by about 1\,\%. An error in $\Delta\kappa$ carries over in the same proportion. When two similar curvatures are subtracted, a small fractional error in each can be a large fraction of their difference.

For constant curvature and small slopes, integrating $d^2w/dx^2=\kappa$ twice from the centre gives $w=\kappa x^2/2$. At the edge $x=D/2$, so
\begin{equation}
w_{\rm edge}=\frac{\kappa D^2}{8}.
\end{equation}
This is $+15.0~\mu$m before deposition and $+5.0~\mu$m after it, at most 3\,\% of the wafer thickness.

The thickness is the right measure for the following reason. On a spherical surface of curvature $\kappa$, a circle at distance $r$ from the centre, measured along the surface, has circumference
\begin{equation}
\frac{2\pi}{\kappa}\sin(\kappa r)\simeq
2\pi r\left(1-\frac{\kappa^2r^2}{6}\right).
\end{equation}
A change of curvature therefore forces in-plane strains of order $|\kappa_1^2-\kappa_0^2|r^2/6$, which Eq.~(\ref{eq:strain}) leaves out. The bending strain at a face is $|\Delta\kappa|h_s/2$. With $r=D/2$ and $\kappa_1^2-\kappa_0^2=(\kappa_1-\kappa_0)(\kappa_1+\kappa_0)$, their ratio is
\begin{equation}
\frac{|\kappa_1+\kappa_0|\,r^2}{3h_s}
=\frac{2}{3}\,\frac{|w_{\rm edge,0}+w_{\rm edge,1}|}{h_s}
=\frac{2}{3}\cdot\frac{20.0}{500}\approx0.03 .
\end{equation}
Elastic energy is quadratic in strain, and the stretching strain used here is the one at the edge, so the neglected stretching energy is at most of order $10^{-3}$ of the bending energy. This is an estimate of scale; the two-layer plate of part (g) has uniform curvature and does not include this stretching. When the deflection, the initial bow included, reaches a few tenths of $h_s$, the stretching energy can in general no longer be neglected, the curvature need no longer be uniform or proportional to the film force, and Eq.~(\ref{eq:stoney}) becomes unreliable.

For the present data the linear formula is adequate, and the average film stress is $-300$ MPa, compressive. Its accuracy is set by the substrate modulus and by the measured thicknesses and curvatures. The remaining values are listed in the numerical output below.

\section*{Computed results}
\begin{verbatim}
GIVEN
substrate biaxial modulus: 180 GPa
substrate thickness: 500 um
film thickness: 200 nm
curvature before deposition: +0.0120 1/m
curvature after deposition: +0.0040 1/m
RESULT
curvature change: -0.0080 1/m
film force per width: -60.0 N/m
average film stress: -300.0 MPa
average film stress: -0.300 GPa
wrong value from final curvature: +150.0 MPa
CHECKS OF SIZE
radius before deposition: 83.3 m
radius after deposition: 250.0 m
diameter used for bow: 100 mm
edge rise before deposition: +15.0 um
edge rise after deposition: +5.0 um
substrate stress, film-side face: +0.48 MPa
substrate stress, back face: -0.24 MPa
stress change if h_s is 1 % larger: +2.01 %
thickness ratio h_f/h_s: 4.0e-04 (no unit)
TWO-LAYER PLATE
substrate Young modulus: 135 GPa
substrate Poisson ratio: 0.25 (no unit)
film Young modulus: 300 GPa
film Poisson ratio: 0.20 (no unit)
film stress with wafer shape held: -300.0 MPa
curvature after release: +0.004023 1/m
actual mean film stress after release: -299.00 MPa
formula from released curvature: -299.12 MPa
excess magnitude of formula: 0.040 %
held stress above actual, plate: 0.334 %
held stress above actual, estimate: 0.333 %
\end{verbatim}
